\section*{When Dissolving Copper Saturates Still Acid at Its Surface}

\section{The problem}

A flat copper anode faces a deep layer of still sulfuric acid that contains no copper. At $t=0$ a current density $j=1\ \mathrm{A/cm^2}$ is switched on and then held constant. All of the current dissolves copper as $\mathrm{Cu^{2+}}$, so $n=2$ electrons are removed per atom. How long does it take for the acid touching the metal to become saturated with copper sulfate?

Take a copper diffusivity $D=5\times10^{-6}\ \mathrm{cm^2/s}$ and a saturation concentration $c_{\rm sat}=1.0\times10^{-3}\ \mathrm{mol/cm^3}$, which is $1\ \mathrm{mol/L}$. Both are rough typical values for copper in sulfuric acid of about $1.5\ \mathrm{mol/L}$ near room temperature. Assume that $D$ is constant and that copper moves by diffusion alone; the second assumption requires so much acid that the electric field hardly moves the copper. Both assumptions are examined after the solution.

Let $x$ be the distance from the metal into the acid, $c(x,t)$ the copper concentration, and let a flux away from the metal be positive. Each mole of copper carries the charge $nF$, where $F$ is the Faraday constant, so the flux leaving the wall is
\begin{equation}
N=\frac{j}{nF}=\frac{1}{2\times 96485}
=5.18\times10^{-6}\ \mathrm{mol/(cm^2\,s)} .
\label{eq:faraday}
\end{equation}

\section{A tempting wrong solution}

At the moment sought, the surface is at $c_{\rm sat}$. There is a well-known concentration profile for a surface at $c_{\rm sat}$ next to copper-free liquid:
\begin{equation}
c_{\rm f}(x,t)=c_{\rm sat}\,\operatorname{erfc}(u),\qquad
u=\frac{x}{2\sqrt{Dt}},\qquad
\operatorname{erfc}(u)=\frac{2}{\sqrt\pi}\int_u^\infty e^{-v^2}dv .
\end{equation}
Since $d\operatorname{erfc}(u)/du=-(2/\sqrt\pi)e^{-u^2}$ and $\partial u/\partial x=1/(2\sqrt{Dt})$, the flux at the wall is
\begin{equation}
-D\left.\frac{\partial c_{\rm f}}{\partial x}\right|_{x=0}
=D\,c_{\rm sat}\,\frac{2}{\sqrt\pi}\,\frac{1}{2\sqrt{Dt}}
=c_{\rm sat}\sqrt{\frac{D}{\pi t}} .
\label{eq:fixedflux}
\end{equation}
Set this equal to the flux $N$ that the current supplies, and solve for the time:
\begin{equation}
t_{\rm w}=\frac{D}{\pi}\left(\frac{c_{\rm sat}}{N}\right)^2
=\frac{5\times10^{-6}}{\pi}\,(193)^2\ \mathrm{s}\approx 0.059\ \mathrm{s}.
\end{equation}
The surface concentration is right, the wall flux is right, and the units work out. The answer is nevertheless wrong.

\section{Where the fault lies}

Count the copper. The profile $c_{\rm f}$ belongs to a surface that has been saturated since $t=0$. By \eqref{eq:fixedflux}, such a surface has released, up to $t_{\rm w}$,
\begin{equation}
\int_0^{t_{\rm w}} c_{\rm sat}\sqrt{\frac{D}{\pi t}}\;dt
=2c_{\rm sat}\sqrt{\frac{D t_{\rm w}}{\pi}}
=2t_{\rm w}\left(c_{\rm sat}\sqrt{\frac{D}{\pi t_{\rm w}}}\right)
=2Nt_{\rm w}.
\end{equation}
The last step uses the condition that defined $t_{\rm w}$. But a constant current has released $Nt_{\rm w}$, half as much. The profile therefore contains copper that has not yet dissolved.

At $t_{\rm w}$ the surface held at saturation has the same wall concentration and wall flux that the constant-current surface has when it saturates, but the constant-current surface gets there later. These two wall values do not fix the time, because the concentration in the liquid depends on the whole history of the flux. With a surface held at saturation the flux starts very large and falls as $t^{-1/2}$. With a constant current the flux is constant and the surface concentration rises. The condition to impose is thus a flux $N$ at all times from $0$ to $t$.

\section{The right solution}

\subsection{Equations}

Copper is conserved, and by Fick's law its flux is $J=-D\,\partial c/\partial x$. Hence
\begin{equation}
\frac{\partial c}{\partial t}=-\frac{\partial J}{\partial x}
=D\frac{\partial^2c}{\partial x^2},\qquad
J(0,t)=N,\qquad c(x,0)=0,\qquad c\to0\ \ (x\to\infty).
\label{eq:problem}
\end{equation}

\subsection{One short release of copper}

Suppose first that one unit of copper per unit area is released at the wall at a single instant, and that nothing crosses the wall afterwards. At a time $s$ after the release it is distributed as
\begin{equation}
p(x,s)=\frac{1}{\sqrt{\pi Ds}}\,e^{-x^2/(4Ds)} .
\label{eq:release}
\end{equation}
To confirm this, differentiate:
\begin{align}
\frac{\partial p}{\partial s}&=\left(\frac{x^2}{4Ds^2}-\frac{1}{2s}\right)p,\\
\frac{\partial p}{\partial x}&=-\frac{x}{2Ds}\,p,\qquad
\frac{\partial^2p}{\partial x^2}=\left(\frac{x^2}{4D^2s^2}-\frac{1}{2Ds}\right)p .
\end{align}
Multiplying the second derivative by $D$ gives $\partial p/\partial s$, so the diffusion equation holds. The slope vanishes at $x=0$, so nothing crosses the wall for $s>0$. With $x=2\sqrt{Ds}\,v$ the total amount is
\begin{equation}
\int_0^\infty p\,dx=\frac{2}{\sqrt\pi}\int_0^\infty e^{-v^2}dv=1 .
\end{equation}
As $s\to0$ the distribution shrinks onto the wall, as a release there requires.

\subsection{Steady dissolution as a sum of releases}

During a short interval $ds$ the anode releases the amount $N\,ds$. At time $t$ the copper in the liquid has ages $s$ between $0$ and $t$. The diffusion equation is linear, so the contributions add:
\begin{equation}
c(x,t)=N\int_0^t p(x,s)\,ds .
\label{eq:sum}
\end{equation}
The wall condition needs a check, because every single release has zero slope at the wall. For $x>0$ the flux is
\begin{equation}
J(x,t)=-DN\int_0^t\frac{\partial p}{\partial x}\,ds
=N\int_0^t\frac{x}{2s\sqrt{\pi Ds}}\,e^{-x^2/(4Ds)}\,ds .
\end{equation}
Substitute $v=x/(2\sqrt{Ds})$, for which $dv=-x\,ds/(4\sqrt D\,s^{3/2})$. The factor in front of the exponential, times $ds$, becomes $-(2/\sqrt\pi)\,dv$. The limits $s=0$ and $s=t$ become $v=\infty$ and $v=u=x/(2\sqrt{Dt})$. Reversing the limits absorbs the minus sign:
\begin{equation}
J(x,t)=N\frac{2}{\sqrt\pi}\int_u^\infty e^{-v^2}dv=N\operatorname{erfc}(u).
\label{eq:flux}
\end{equation}
As $x\to0$, $u\to0$ and $J\to N$. The flux just outside the wall comes from the newest releases, which are still crossing that point.

The balance of copper also holds. From \eqref{eq:flux},
\begin{equation}
-\frac{\partial J}{\partial x}
=N\,\frac{2}{\sqrt\pi}\,e^{-u^2}\,\frac{1}{2\sqrt{Dt}}
=\frac{N}{\sqrt{\pi Dt}}\,e^{-x^2/(4Dt)}=Np(x,t),
\end{equation}
while differentiating \eqref{eq:sum} with respect to its upper limit gives $\partial c/\partial t=Np(x,t)$ too.

No other solution is possible that decays fast enough far away for the following integrals to exist and the boundary term there to vanish. The difference $w$ of two solutions starts at zero and has zero slope at the wall. Multiplying its diffusion equation by $w$ and integrating by parts gives
\begin{equation}
\frac{d}{dt}\int_0^\infty\frac{w^2}{2}\,dx
=-D\int_0^\infty\left(\frac{\partial w}{\partial x}\right)^2dx\le0 ,
\end{equation}
so the integral of $w^2$, which starts at zero and cannot be negative, stays at zero.

\subsection{The saturation time}

At the wall the exponential in \eqref{eq:release} equals one, and
\begin{equation}
c(0,t)=\frac{N}{\sqrt{\pi D}}\int_0^t s^{-1/2}ds
=2N\sqrt{\frac{t}{\pi D}} .
\label{eq:surface}
\end{equation}
Set $c(0,\tau)=c_{\rm sat}$ and square: $c_{\rm sat}^2=4N^2\tau/(\pi D)$. Hence
\begin{equation}
\boxed{\;\tau=\frac{\pi D}{4}\left(\frac{c_{\rm sat}}{N}\right)^2
=\frac{\pi D}{4}\left(\frac{nFc_{\rm sat}}{j}\right)^2\;}
\label{eq:tau}
\end{equation}
With the given values,
\begin{equation}
\tau=\frac{\pi\times5\times10^{-6}}{4}\,(193)^2\ \mathrm{s}
\approx0.146\ \mathrm{s}=146\ \mathrm{ms}.
\end{equation}
The tempting answer is smaller by the factor $t_{\rm w}/\tau=4/\pi^2\approx0.41$. At $t_{\rm w}$ the surface has reached the fraction $\sqrt{t_{\rm w}/\tau}=2/\pi$ of saturation, about $64\%$.

A direct numerical solution of \eqref{eq:problem}, which divides the liquid into thin slices and balances the copper in each, also gives $0.146$ s.

\section{Reading the result}

\subsection{The layer of copper-rich acid}

The full profile follows by integrating $\partial c/\partial x=-J/D$ inward from infinity, where $c=0$:
\begin{equation}
c(x,t)=\frac ND\int_x^\infty\operatorname{erfc}\!\left(\frac{x'}{2\sqrt{Dt}}\right)dx'
=\frac{2N\sqrt{Dt}}{D}\int_u^\infty\operatorname{erfc}(v)\,dv .
\end{equation}
Integration by parts gives
\begin{equation}
\int_u^\infty\operatorname{erfc}(v)\,dv
=-u\operatorname{erfc}(u)+\frac{2}{\sqrt\pi}\int_u^\infty v\,e^{-v^2}dv
=\frac{e^{-u^2}}{\sqrt\pi}-u\operatorname{erfc}(u),
\end{equation}
and therefore
\begin{equation}
c(x,t)=2N\sqrt{\frac{t}{\pi D}}\;e^{-x^2/(4Dt)}
-\frac{Nx}{D}\operatorname{erfc}\!\left(\frac{x}{2\sqrt{Dt}}\right).
\end{equation}
At $t=\tau$ the concentration is $0.57$ mol/L at $5\ \mu$m from the metal, $0.29$ mol/L at $10\ \mu$m, $0.05$ mol/L at $20\ \mu$m and about $10^{-5}$ mol/L at $50\ \mu$m. For this purpose a still gap much wider than $50\ \mu$m is deep.

The dissolved copper, $N\tau=7.6\times10^{-7}\ \mathrm{mol/cm^2}$, would fill a uniformly saturated layer of thickness
\begin{equation}
\frac{N\tau}{c_{\rm sat}}=\frac{\sqrt{\pi D\tau}}{2}=7.6\ \mu\mathrm m .
\end{equation}
The metal itself has receded by only about $0.05\ \mu$m.

\subsection{Current, and acid that already holds copper}

At fixed $D$ and $c_{\rm sat}$, and as long as the acid stays still, $\tau$ varies as $1/j^2$. Half the current gives $0.585$ s and twice the current $0.037$ s. The charge passed before saturation, $j\tau$, varies as $1/j$: a larger current saturates the surface with less dissolved copper, because the copper has less time to spread.

If the acid starts with a uniform concentration $c_0<c_{\rm sat}$, then $c-c_0$ obeys \eqref{eq:problem}, and $c_{\rm sat}$ in \eqref{eq:tau} is replaced by $c_{\rm sat}-c_0$. In this diffusion model, acid that is half saturated at the start needs a quarter of the time; with the electric field discussed below, the fraction depends on how much free acid accompanies the copper. It is about $0.25$ to $0.27$ if the $\mathrm{H^+}$ concentration keeps its copper-free value, and about $0.29$ to $0.41$ if the copper already present has replaced $\mathrm{H^+}$ in the same acid.

\subsection{Stirred acid: saturation may never come}

Suppose that stirring keeps $c=0$ at a distance $\delta$ from the metal, with still liquid in between. The steady profile carrying the flux $N$ is the straight line $c_{\rm s}=N(\delta-x)/D$. The difference $c_{\rm s}-c$ starts positive, has zero slope at the wall and is zero at $x=\delta$. Diffusion under these conditions makes it decay without changing its sign, so the surface concentration climbs towards $N\delta/D$ from below. For transport by diffusion alone, saturation is reached only if
\begin{equation}
\frac{N\delta}{D}>c_{\rm sat}
\quad\Longleftrightarrow\quad
\delta>\frac{Dc_{\rm sat}}{N}
=5\times10^{-6}\times193\ \mathrm{cm}\approx9.6\ \mu\mathrm m .
\end{equation}
By diffusion alone, a chosen film of $\delta=50\ \mu$m requires a current above $9.6/50\approx0.19\ \mathrm{A/cm^2}$; the electric field discussed below raises this to about $0.23$ to $0.31\ \mathrm{A/cm^2}$, depending on how the acid is described. At $1\ \mathrm{A/cm^2}$ such a film hardly alters $\tau$, since almost no copper has reached its outer edge by then.

\section{How far the number can be trusted}

\subsection{The electric field}

The assumption of abundant acid is doubtful here: $1$ mol/L of copper is not small beside $1.5$ mol/L of acid. Describe the liquid by $\mathrm{Cu^{2+}}$, $\mathrm{H^+}$ and $\mathrm{HSO_4^-}$, with concentrations $c$, $h$ and $a$, and let $\phi$ be the potential in units of $RT/F$. In the dilute-solution (Nernst--Planck) model an ion of charge $z_i$ has the flux $-D_i(c_i'+z_ic_i\phi')$, where a prime means $\partial/\partial x$. Neutrality requires $2c+h=a$.

At the wall $\mathrm{H^+}$ and $\mathrm{HSO_4^-}$ have zero flux, so $h'=-h\phi'$ and $a'=a\phi'$. Differentiated neutrality then gives $2c'=a'-h'=(a+h)\phi'$, and the copper flux is
\begin{equation}
N=-D\,(c'+2c\phi')=-D\,c'\left(1+\frac{4c}{a+h}\right)
=-D\,c'\left(1+\frac{2c}{c+h}\right).
\label{eq:migration}
\end{equation}
The last step uses $a+h=2(c+h)$. The bracket lies between $1$ and $3$. The field helps to push copper away from the anode, so a gentler concentration slope carries the same flux. When $h\gg c$ the bracket tends to one and the diffusion law returns. The field also raises the film threshold found above. In a steady film $\mathrm{H^+}$ and $\mathrm{HSO_4^-}$ have zero flux everywhere, so $ha$ keeps its bulk value $h_0^2$ with $h_0=1.5$ mol/L, and $c+h=\sqrt{c^2+h_0^2}$. Integrating \eqref{eq:migration} across the film gives $N\delta/D=c+2\left(\sqrt{c^2+h_0^2}-h_0\right)$ with $c$ taken at the wall. At $c=c_{\rm sat}$ this is $1.61$ mol/L, so in this model the film must be thicker than about $15.5\ \mu$m instead of $9.6\ \mu$m. If the acid were fully dissociated into $\mathrm{H^+}$ and $\mathrm{SO_4^{2-}}$, the same kind of calculation would give about $11.5\ \mu$m.

A numerical solution of this model, with rough diffusivities of $9.3\times10^{-5}$ and $1.3\times10^{-5}\ \mathrm{cm^2/s}$ for $\mathrm{H^+}$ and $\mathrm{HSO_4^-}$, gives a saturation time of $0.29$ s, twice the simple value. This factor depends on how the acid is described: in the opposite limit of full dissociation into $\mathrm{H^+}$ ($3$ mol/L) and $\mathrm{SO_4^{2-}}$ (diffusivity about $1.1\times10^{-5}\ \mathrm{cm^2/s}$) the time is about $0.19$ s, or $1.3$ times the simple value. The bisulfate model also has the expected limit. With a fictitious $1000$ mol/L of acid it gives $0.146$ s, as it should.

\subsection{Slower diffusion in concentrated solution}

Concentrated solutions are more viscous. If the diffusivity falls exponentially with copper concentration, to half its initial value at saturation, the diffusion model gives $0.097$ s: copper that spreads more slowly piles up sooner. With the field included and all three diffusivities reduced in this way, the time is $0.186$ s, or $1.27$ times the simple value; with fully dissociated acid it is $0.12$ s. The two corrections partly cancel for these inputs. The halving is an assumed size, so this cancellation should not be relied on in general.

\subsection{Flow and heat}

Copper-rich acid is denser. Beside a vertical anode it sinks with a speed $U(x)$. In steady viscous flow, with kinematic viscosity $\nu$ and relative density excess $\beta c/c_{\rm sat}$, the balance is $\nu U''=-g\beta c/c_{\rm sat}$, where $U(0)=0$ and $U'\to0$ far away. Integrating twice gives the outer speed $(g\beta/\nu c_{\rm sat})\int_0^\infty xc\,dx$. Two integrations by parts in \eqref{eq:problem} show that this moment grows at the rate $D\,c(0,t)$, which varies as $\sqrt t$; at $\tau$ the moment is therefore $\tfrac23D\tau c_{\rm sat}$. With rough values $\beta=0.15$ and $\nu=0.01\ \mathrm{cm^2/s}$,
\begin{equation}
U_\infty=\frac{g\beta}{\nu}\,\frac23D\tau\approx72\ \mu\mathrm{m/s}.
\end{equation}
Real flow starting from rest lags behind this steady value because the load is growing. The speed grows as $t^{3/2}$, so the drift up to $\tau$ is at most $\tfrac25U_\infty\tau\approx4\ \mu$m. Away from the upper edge this motion slides a uniform layer along itself and does not change $c(x,t)$.

Under an anode facing down, the dense layer lies on top and could overturn. Its Rayleigh number, based on the thickness $2\sqrt{D\tau}$, is about $15$, far below the rough threshold of order $1000$. Above an anode facing up, the layering is stable. These margins belong to the high current. At the saturation time the Rayleigh number varies as $j^{-3}$ and reaches $1000$ near $0.25\ \mathrm{A/cm^2}$, and the drift beside a vertical anode varies as $j^{-4}$, reaching several centimetres at $0.1\ \mathrm{A/cm^2}$. At such currents, and at those of ordinary plating, the acid beside a vertical or downward-facing anode cannot be treated as still and \eqref{eq:tau} should not be relied on.

With rough values of $0.5$ S/cm for the electrical conductivity, $4\ \mathrm{J/(cm^3\,K)}$ for the heat capacity and $0.006\ \mathrm{W/(cm\,K)}$ for the heat conductivity, current through the acid warms it by about $0.07$ K up to $\tau$. If a rough $1$ V is lost at the interface and all of that heat enters the acid, the wall warms by $2.8$ K; this is an upper bound, and a copper anode about a centimetre thick, which takes up most of the heat, lowers it to about $0.1$ K; a plate $1$ mm thick with an insulated back lowers it to about $0.4$ K. Charging a double layer of roughly $50\ \mu\mathrm{F/cm^2}$ to $1$ V takes about $50\ \mu$s, which is negligible beside $\tau$.

\subsection{Comparison with a real anode}

The diffusivity and solubility used here are in the usual range for copper in sulfuric acid, while $1\ \mathrm{A/cm^2}$ is high compared with the tens of $\mathrm{mA/cm^2}$ of ordinary copper plating. A real cell of this composition does not have abundant acid; including the field raises the time by a factor of about $1.3$ if the acid is fully dissociated and doubles it in the bisulfate model above. That model itself leaves out ion pairing, the dissociation of $\mathrm{HSO_4^-}$ and non-ideal behaviour, and it keeps $c_{\rm sat}$ fixed although the acid concentration at the wall changes. For the stated $D$ and $c_{\rm sat}$ the models above give one to three tenths of a second, with $0.146$ s as the value for pure diffusion. The inputs themselves are rough. For pure diffusion $\tau$ varies as $Dc_{\rm sat}^2$; in the bisulfate model with the field it depends somewhat more steeply on $c_{\rm sat}$. With $c_{\rm sat}=0.8$ mol/L the times fall to $0.094$ s for pure diffusion and $0.062$ s with the falling diffusivity, while $D=6\times10^{-6}\ \mathrm{cm^2/s}$ and $c_{\rm sat}=1.1$ mol/L give $0.46$ s with the field included. These examples run from about $0.06$ to $0.46$ s, so for a real cell only the order of magnitude, around a tenth of a second, can be trusted.

Nor does saturation mean that a salt film is present. Crystals need some supersaturation to form. If they appeared at $1.2\,c_{\rm sat}$, the diffusion law would give $1.2^2\tau\approx0.21$ s.

\section*{Computed values}
\begin{verbatim}
Faraday constant: 96485.33 C/mol
current density: 1 A/cm2
electrons per copper atom: 2
copper diffusivity (rough): 5e-06 cm2/s
saturation concentration (rough): 0.001 mol/cm3
saturation concentration (rough): 1 mol/L
acid concentration: 1.5 mol/L
copper flux from the wall: 5.182e-06 mol/(cm2 s)
ratio c_sat/N: 193 s/cm
saturation time, formula: 0.1462 s
saturation time, formula: 146.2 ms
saturation time, finite volumes: 0.1462 s
charge passed: 0.1462 C/cm2
copper released: 7.578e-07 mol/cm2
diffusion length sqrt(D tau): 8.551 um
equivalent saturated layer: 7.578 um
copper at 5 um at saturation time: 0.566 mol/L
copper at 10 um at saturation time: 0.287 mol/L
copper at 20 um at saturation time: 0.0512 mol/L
copper at 50 um at saturation time: 9.77e-06 mol/L
time at 0.5 A/cm2, formula: 0.5849 s
time at 0.5 A/cm2, finite volumes: 0.5848 s
time at 2.0 A/cm2, formula: 0.03656 s
time at 2.0 A/cm2, finite volumes: 0.03655 s
time to 1.2 times saturation: 0.2106 s
H+ diffusivity (rough): 9.3e-05 cm2/s
HSO4- diffusivity (rough): 1.3e-05 cm2/s
time with 1000 mol/L notional acid: 0.1464 s
binary salt test, closed result: 0.194 s
binary salt test, finite volumes: 0.194 s
time with migration: 0.292 s
ratio to simple time, migration: 2
time with diffusivity halved at saturation: 0.0972 s
ratio to simple time, falling diffusivity: 0.665
time with both effects: 0.186 s
ratio to simple time, both effects: 1.27
relative density rise (rough): 0.15
kinematic viscosity (rough): 0.01 cm2/s
buoyant speed, upper bound: 71.7 um/s
buoyant drift, upper bound: 4.19 um
Rayleigh number, anode facing down: 15
acid conductivity (rough): 0.5 S/cm
acid heat capacity (rough): 4 J/(cm3 K)
acid heat conductivity (rough): 0.006 W/(cm K)
interfacial polarization (rough): 1 V
Joule temperature rise: 0.073 K
wall temperature rise, upper bound: 2.8 K
double-layer capacitance (rough): 50 uF/cm2
double-layer charging time: 50 us
metal recession: 0.0537 um
\end{verbatim}
